Dykhne Duality and the Median Conductance of a Random Subthreshold Channel

Random dopants in a model silicon channel give the potential a standard deviation of 19 mV at 300 K. Carrier density depends exponentially on potential, so for a Gaussian potential of this spread, the model used below, the area mean of the local sheet conductance exceeds its median by 33%. Yet in 24 simulated squares, each 384 nm on a side, the mean logarithm of conductance divided by the median is −0.007 ± 0.004, once the chance average of the potential in each square, in units of the thermal voltage, is subtracted. If the channel conducted like its area mean, that number would be about 0.28. Current finds the easier paths, but the channel as a whole gains nothing over its median. Two derivations show why, and they ask for different things.

## The transport problem

Let ψ̄ + δψ(r) be the electrostatic potential in the channel plane, V_t = k_B T/q the thermal voltage, q the positive elementary charge and u = δψ/V_t. In subthreshold the mobile electrons are too few to alter ψ, so u is a given function of position. Mobility μ is constant, and the Einstein relation gives the diffusion constant D = μV_t. Carriers are non-degenerate, so the sheet density is

n = n₀ e^u Φ,  Φ = exp(−V/V_t),

where V is the electron quasi-Fermi potential, zero at the source and V_D at the drain. The electron particle flux is

F = −D∇n + μn∇ψ.

Differentiating the density gives ∇n = n∇u + n₀e^u∇Φ. Since ∇ψ = V_t∇u, the drift term is μnV_t∇u = Dn∇u. It cancels the first part of diffusion, leaving

F = −D n₀ e^u ∇Φ.

Without generation or recombination, ∇·F = 0, hence

∇·(e^u∇Φ) = 0.

This equation is linear in Φ at any drain bias, provided the bias does not change u. The local sheet conductance at zero bias is

σ(r) = qμn₀e^u = σ₀e^u,  σ₀ = qμn₀.

Let g be the total of −e^u∇Φ crossing the channel when Φ drops by one, so that the small-bias conductance is G = σ₀g. The actual drop of Φ is 1 − exp(−V_D/V_t), and qDn₀ = σ₀V_t. Therefore

I = σ₀V_t g [1 − exp(−V_D/V_t)].

As a test, the density itself was solved from the drift and diffusion terms in a smooth, asymmetric potential, with V_D = 2V_t. The current was 0.99987 times this formula.

The field u is assumed Gaussian, with zero mean, statistics independent of position, and a law unchanged by a quarter turn. Then u and −u have the same law, and the median of σ is σ₀. With s² the variance of u, completing the square in the Gaussian integral gives the area mean:

⟨e^u⟩ = ∫ exp(u − u²/2s²) du/(s√(2π)) = exp(s²/2).

## First derivation: a finite square and its dual

Take a rectangle 0 < x < L, 0 < y < W. The electrodes at x = 0 and x = L hold Φ = 1 and Φ = 0. The sides y = 0 and y = W are insulated. The scaled flux f = −e^u∇Φ has no divergence, so there is a stream function χ with

f_x = ∂χ/∂y,  f_y = −∂χ/∂x.

On an insulated side f_y = 0, so χ is constant along it. The difference between the two sides is the total flux:

χ(W) − χ(0) = ∫₀^W f_x dy = g.

On an electrode Φ is constant along y. There f_y = −e^u∂Φ/∂y = 0, so ∂χ/∂x = 0. For χ, the insulated sides have become electrodes and the electrodes have become insulated sides.

Solving the definition of f for the derivatives of Φ gives

∂Φ/∂x = −e^(−u) ∂χ/∂y,  ∂Φ/∂y = e^(−u) ∂χ/∂x.

The mixed second derivatives of Φ must agree. Differentiating the first relation by y and the second by x yields

∇·(e^(−u)∇χ) = 0.

So χ solves the conduction problem of the inverted conductance e^(−u), driven along y. Its drop has magnitude g. Its total flux has magnitude

∫₀^L e^(−u) ∂χ/∂y dx = −∫₀^L ∂Φ/∂x dx = 1.

Flux divided by drop is the dual conductance, 1/g. Thus, for any rectangle and any single realisation of u,

g_x[u] g_y[−u] = 1.

No statistics have entered. A test on an asymmetric potential in a rectangle with sides in the ratio 3:2 solved the two problems separately. The product differed from one by 2.4×10⁻³ on a coarse mesh and by 1.5×10⁻⁴ on one four times finer. The sixteenfold fall is that of a second-order discretisation error.

Now let L = W. A quarter turn carries the y-driven square into the x-driven one, so g_y[−u] has the law of g_x[−u]. Gaussian sign symmetry gives g_x[−u] the law of g_x[u]. Therefore 1/g has the same law as g:

ln g and −ln g are identically distributed.

Values of g above and below one are equally likely, so the median conductance of a square is σ₀, whatever its size or the strength s. The mean of ln g is zero if it exists, which a bound ensures. The solution Φ minimises ∫e^u|∇Φ|² dxdy at fixed electrode values, and the minimum is g. The trial function 1 − x/L gives

g ≤ L⁻² ∫ e^u dxdy.

The same bound applied to the dual limits 1/g by the area mean of e^(−u). Both bounds have finite expectation, so ln g is integrable and

⟨ln g⟩ = 0.

Since the exponential is convex, ⟨g⟩ ≥ exp⟨ln g⟩ = 1. The average of many finite squares may therefore exceed σ₀ while their median does not.

Call a channel large when its conductance self-averages, meaning that sample-to-sample variation vanishes and ln g tends to a fixed number c. Then −ln g tends to −c. The two have the same law, so c = −c and c = 0:

σ_eff = σ₀ = exp⟨ln σ⟩.

Self-averaging is a premise here. Duality fixes the limit but does not prove that the variation disappears.

## Second derivation: rotating the bulk fields

The second route has no electrodes. Consider an unbounded channel under a uniform average drive, with E = −V_t∇Φ and j = σE, so that

curl E = 0,  div j = 0.

Assume that spatial averages exist and define an effective conductance tensor S by ⟨j⟩ = S⟨E⟩. It is the same for nearly every realisation, and it is symmetric because local conduction is reciprocal.

Let R be the quarter turn R(a_x, a_y) = (−a_y, a_x). Define new fields

E′ = Rj/σ₀,  j′ = σ₀RE.

They are admissible conduction fields, because in components

curl E′ = (∂j_x/∂x + ∂j_y/∂y)/σ₀ = div j/σ₀ = 0,

div j′ = σ₀(−∂E_y/∂x + ∂E_x/∂y) = −σ₀ curl E = 0.

Their local law follows from E = j/σ and Rj = σ₀E′:

j′ = σ₀Rj/σ = (σ₀²/σ)E′ = σ₀e^(−u)E′.

For the averages, ⟨E⟩ = S⁻¹⟨j⟩ and ⟨j⟩ = σ₀R⁻¹⟨E′⟩. Hence

⟨j′⟩ = σ₀R⟨E⟩ = σ₀² R S⁻¹ R⁻¹⟨E′⟩.

The inverted medium has the same statistics as the original, so it has the same effective tensor:

S = σ₀² R S⁻¹ R⁻¹.

For a symmetric 2×2 matrix with diagonal a, c and off-diagonal b, the inverse has diagonal c, a and off-diagonal −b, all divided by det S. A quarter turn exchanges the diagonal entries and reverses the off-diagonal one. Thus RS⁻¹R⁻¹ = S/det S, and

det S = σ₀².

The quarter turn has been used so far as a map of fields, not as a symmetry of the medium. If the medium does have that symmetry, S is a multiple of the identity, σ_eff² = σ₀², and the positive root is required because conduction dissipates power. The result is again σ_eff = σ₀.

If the potential is stretched along one axis, the principal conductances obey σ₁σ₂ = σ₀². One direction may then beat the median, and the other loses by the same factor.

## Where the enhancement goes

A weak-disorder calculation shows the cancellation without duality. Let the dimension be d, the average scaled field be one along x, and u small. To second order,

⟨e^u⟩ = 1 + s²/2.

The extra field is −∇φ. To first order, zero divergence of (1 + u)(x̂ − ∇φ) gives ∇²φ = ∂u/∂x. In Fourier space

φ_k = −i k_x u_k/k²,  (−∂φ/∂x)_k = −(k_x²/k²)u_k.

Where the conductance is high the field is therefore reduced. Averaging the product of u and this extra field gives −s²/d, since k_x²/k² averages to 1/d over a spectrum that treats the axes alike. Thus

σ_eff/σ₀ = 1 + s²(1/2 − 1/d) + higher orders.

In one dimension the result is 1 − s²/2, the start of the series-resistance law exp(−s²/2). In three dimensions it is 1 + s²/6, a gain over the median. In two dimensions the gain from the exponential and the loss from the field's response are equal. Duality extends the cancellation to strong disorder.

The current is still uneven. In the simulated squares, half of the current passes through the 33% of the area with the largest flux along the drive; a uniform channel would need 50%. Crowding avoids poor regions, but it does not turn the median into the area mean.

## From dopants to a Gaussian potential

The example is an n-channel silicon transistor with a 5 nm oxide, a 10 nm undoped surface layer, and 2×10¹⁸ cm⁻³ acceptors below it. Depth ζ is measured downward from the oxide interface. The surface potential is ψ_s = 0.95 V. Integrating Poisson's equation twice through the depleted layer gives ψ_s = qN(w² − a²)/(2ε_s), where N is the acceptor density, a = 10 nm, ε_s the silicon permittivity and w the depletion depth. With q/ε_s = 1.547 V nm,

w = √(100 + 2×0.95/(1.547×0.002)) nm = 26.7 nm.

The surface field is qN(w − a)/ε_s = 0.52 MV/cm. Summing over the subbands of the triangular well formed by this field gives a mean electron depth of 1.66 nm and a median sheet density n₀ = 8.37×10⁸ cm⁻². This density is nominal. It is proportional to the assumed valence-band density of states, 1.8×10¹⁹ cm⁻³, and a value of 3.1×10¹⁹ cm⁻³ would raise it and the currents below by about 70%. Holes at the depletion edge, left out here, lower the surface field slightly and would add about 6%. The oxide is treated as a hard wall; a finite barrier of 3.1 eV with an oxide mass of 0.5 electron masses would add about 37% and reduce the mean depth to 1.59 nm. None of these changes the ratio of effective to median conductance. To first order a subband moves by the perturbing potential averaged over its wave function. Across the thin electron layer that potential is nearly linear in depth, so its average is close to its value at the mean depth, and δψ is evaluated there, at ζ = c.

Now place a unit charge q at depth z, with the gate and the depletion edge grounded, and Fourier transform in the plane. In the oxide, of thickness t, the potential varies as sinh k(ζ + t). Continuity of potential and displacement at ζ = 0 makes the silicon solution above the charge proportional to

A(ζ) = cosh kζ + r sinh kζ,  r = (ε_ox/ε_s) coth kt.

Below the charge it is proportional to B(ζ) = sinh k(w − ζ). For c < z, continuity at z means that the potential at c is CA(c)B(z). The jump in displacement is q, so

ε_sC[A′(z)B(z) − A(z)B′(z)] = q.

The bracket does not depend on z, because A″ = k²A and B″ = k²B. At z = 0 it equals k(r sinh kw + cosh kw). The kernel is therefore

K(k,z) = q A(c) sinh k(w − z) / [ε_s k(r sinh kw + cosh kw)].

Acceptors carry −q, but the sign drops out of the variance. Independently placed dopants have a density covariance equal to N times a delta function, which gives

S_u(k) = (N/V_t²) ∫ₐ^w K² dz,  s² = ∫₀^∞ k S_u(k) dk/(2π).

The integral gives s = 0.751, or 19.4 mV. Fields built from explicit random dopants give 0.752, which tests the variance formula. The sharp depletion edge and the single electron depth are approximations: with hole screening and the full electron profile, s is 0.746 and the area-mean factor below becomes 1.32. Defining the correlation length ℓ by ⟨|∇u|²⟩ = 2s²/ℓ² gives ℓ = 18 nm.

For the Gaussian field the area-mean factor is exp(0.751²/2) = 1.33. Discrete dopants make u slightly skewed, and their area mean is 1.30 times the value at the mean potential and 1.27 times the median. It would be equivalent to a rise of s²V_t/2 = 7.3 mV in surface potential. A large channel of this model does not show that rise.

For a mobility of 200 cm²/Vs, σ₀ = qμn₀ = 2.68×10⁻⁸ S per square. A square channel 10 µm on a side at V_D = 50 mV then carries

I = 2.68×10⁻⁸ × 0.02585 × (1 − e^(−50/25.85)) A = 0.593 nA.

The area mean would predict 0.786 nA.

## Reading the finite samples

At doubled fluctuation strength, 2s, twelve large squares give a mean ln g of −0.038 ± 0.020, against about 1.1 for the area mean. Both large-square results lie within two standard errors of zero. In them the average of u over each simulated box was subtracted from ln g. Its ensemble mean is zero, so this reduces noise without changing the expected value. Without the subtraction, the 24 squares at strength s give −0.054 ± 0.021, because their box averages happen to lie low. Halving the 4 nm mesh raises the mean logarithms at s and 2s by about 0.001 and 0.004.

The small squares need more care. There are 960, each 96 nm on a side, cut from 60 independent boxes of 384 nm. Their median g is 0.965 and their mean ln g is −0.035 ± 0.014, about 2.5 standard errors below the predicted zero. Here the box average was not removed. To first order in u, ln g of a large square is the area average of u, whose standard deviation is √S_u(0)/L = 0.110 for a box. Dividing by √60 gives 0.014, the whole of the quoted error. The averages of u over these 60 boxes have a mean of −0.029, so their chance offset accounts for most of the deficit.

The mean g of the small squares is 1.03. Relative to exp(−0.035) it is 1.07, which agrees with exp(0.363²/2) for a lognormal spread of 0.363. This is the finite-sample excess allowed by Jensen's inequality. The spread falls to 0.101 in the large squares, in support of self-averaging. If it falls as 1/L beyond this size, it is 0.4% at 10 µm.

A short, wide channel keeps part of the enhancement. Inserting equipotential lines across a channel can only raise its conductance, because the conductance is the minimum of ∫e^u|∇Φ|² dxdy, and requiring Φ to be constant on each line leaves fewer potentials to minimise over. Cutting eight boxes, 384 nm wide, into ever shorter strips shows the effect. With conductance multiplied by length over width, the averages are 0.93σ₀ at 384 nm, 1.01σ₀ at 96 nm and 1.18σ₀ at 24 nm, while the area mean of the same fields is 1.25σ₀. These eight boxes lie low as a group. Relative to their own full-length value, the 24 nm strips gain 27% and the area mean 34%. Joined in series, as equipotential lines would join them, the same strips gain 17%. The plain average is higher because the strips differ from one another. The potential statistics were held fixed as the length changed.

## Conditions in a real transistor

The layer thicknesses, doping and mobility are rough values for a thick-oxide transistor with a retrograde profile. A 10 µm length suits an analogue device or test structure, not scaled logic. In a channel a few tens of nanometres long and much wider, L is comparable with ℓ, and the ensemble average of such strips suggests that an enhancement of about 26% at 24 nm and 17% at 48 nm can return, as far as local drift-diffusion still holds at that length. A square channel of the same length keeps the median σ₀. Source and drain fields, absent here, would also change the potential.

For the median rule in the long device, the least certain of the assumptions examined here is local drift-diffusion. The estimated mean free path for backscattering is 8.4 nm, or 0.46ℓ. Corrections linear in u average to zero, so the first can be of order s² times a power of this ratio. With a coefficient of one, that is 0.12 for the second power and 0.26 for the first. The coefficient has not been derived, so a shift of ten percent or more cannot be excluded.

Fixed charge at the oxide interface is also left out. Adding 5×10¹⁰ positive charges per cm² at random positions raises s from 0.75 to 0.86, so the excess of the area mean over the median is then larger than for dopants alone. In twelve simulated squares with this charge, the mean logarithm of conductance stayed within about 0.01 of the median value.

Three other neglected effects were estimated and are smaller:

- Dopant counting gives u a skewness of −0.22, which puts its median about 0.03 above its mean. Twelve squares with explicit dopants give a mean ln g of −0.0001 ± 0.0035, again with the box average removed. Their conductance is therefore closer to its value at the mean potential than to the median, and lies 2 to 3% below the median.
- Mobile charge adds a capacitance of 0.6% of the electrostatic capacitance, so carrier screening is weak.
- The lowest-subband occupancy is 0.15% even at u = 3s, so degeneracy is negligible.

Stronger skewness breaks the median rule more visibly. For the field 0.5[(u/s)² − 1]/√2, the median of ln(σ/σ₀) is −0.193, while the simulated ln g is −0.011 ± 0.003. Inverting this medium produces a statistically different one, so neither derivation fixes its conductance.

## What each derivation assumes

Both derivations need two dimensions, a scalar local conductance, a potential unaffected by the current, and equal statistics for u and −u. A Gaussian law is sufficient for the last condition but not necessary: any law with that symmetry serves, given finite means of e^u and e^(−u).

The finite-square route also needs ideal electrodes and quarter-turn symmetry. In return it gives the median at every size without self-averaging, and it separates the typical device from the average of many devices. Self-averaging enters at the last step, to turn a statement about a distribution into one about a single large channel.

The bulk route assumes from the start that an effective conductance exists, so it says nothing about a small sample. It needs no particular sample shape, and it keeps a result, det S = σ₀², when quarter-turn symmetry is lost. For a large rectangle in the isotropic case it gives G = σ₀W/L, provided both sides are long enough for the bulk average to hold. The short strips violate that proviso, which is why they can exceed the median without contradicting either derivation. The numerical output below gives most of the values behind these comparisons.

Computed results

```
duality error, coarse and fine grid: 2.43e-03 1.53e-04
rectangle g: 0.9137; direct/Slotboom current at bias 2 kT/q: 0.99987
temperature: 300 K; thermal voltage: 25.85 mV
oxide: 5.0 nm; undoped layer: 10.0 nm
acceptors: 2.0e+18 cm^-3; surface potential: 0.95 V
relative permittivity, Si and oxide: 11.7 3.9
gap: 1.12 eV; valence density of states: 1.8e+19 cm^-3
masses transverse, longitudinal: 0.19 0.916 electron masses
depletion depth: 26.73 nm; surface field: 0.517 MV/cm
lowest subband above band edge: 112.5 meV
channel centroid depth: 1.66 nm
median sheet density n0: 8.372e+08 cm^-2
s from spectrum: 0.7507; potential spread: 19.41 mV
s from explicit dopants: 0.7515
correlation length: 18.06 nm
area-mean/median conductance exp(s^2/2): 1.3255
equivalent surface-potential shift s^2 Vt/2: 7.28 mV
small squares: side 96 nm, number 960
small squares, mean ln g: -0.0349 +- 0.0141
small squares, median g: 0.9647
small squares, mean g: 1.0315 +- 0.0147
large squares: side 384 nm, number 24
large squares, mean ln g (box mean removed): -0.0068 +- 0.0040
same at 2s, 12 squares: -0.0384 +- 0.0196
area-mean prediction for ln g at s and 2s: 0.2818 1.1271
spread of ln g, small and large squares: 0.3626 0.1013
weak-disorder spread, large square: 0.1099
area fraction carrying half the current: 0.3281
strips 384 nm wide, 8 fields: area-mean conductance 1.2490 sigma0
strip length 24 nm: 1.1767 sigma0
strip length 96 nm: 1.0139 sigma0
strip length 384 nm: 0.9299 sigma0
skewed field (sd 0.5): ln g -0.0105 +- 0.0025
skewed field: median of ln sigma/sigma0 -0.1927
explicit dopants: skewness of u -0.2240; median u 0.0044
explicit dopants, 12 squares: ln g -0.0001 +- 0.0035
mobility: 200 cm2/Vs; median conductance sigma0: 2.6825e-08 S/square
drain bias: 50 mV; current of 10 um square: 0.5932 nA
area-mean current, not attained: 0.7863 nA
spread of ln g at 10 um (1/L scaling): 0.00389
in-plane quantum shift of ln sigma, estimate: 0.00223
mean free path: 8.38 nm; over correlation length: 0.464
carrier/electrostatic capacitance: 0.0064
lowest-subband occupancy at u = 3s: 0.00154
oxide field: 1.552 MV/cm
```
